# Fractional-spin constancy and the flat-plane energy of the hydrogen atom: test program

```python
# Result under test (Hartree atomic units, spin-free Hamiltonian, ensemble functional F):
#  A. every ensemble of a ground spin multiplet |S,M> has E_v = F + int v rho = E0;
#     rho_M is independent of M and the spin density obeys m_M = (M/S) m_S.
#  B. hydrogen, 0<=na,nb<=1, n=na+nb: E = n E1 (n<=1), E1+(n-1)(E2-E1) (n>=1),
#     with E1=E(H), E2=E(H-), I=-E1, A=E1-E2.  J = 1s-1s Coulomb integral.
import numpy as np
from itertools import combinations
from scipy.linalg import eigh, block_diag
from scipy.optimize import linprog, minimize_scalar
from scipy.integrate import quad
from scipy.special import gamma
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]

def excitations(n, k):
    strs = list(combinations(range(n), k)); idx = {s: i for i, s in enumerate(strs)}
    E = np.zeros((n, n, len(strs), len(strs)))
    for old, s in enumerate(strs):
        for pos, q in enumerate(s):
            rest = s[:pos] + s[pos + 1:]
            for p in range(n):
                if p not in rest:
                    sign = (-1) ** (pos + sum(r < p for r in rest))
                    E[p, q, idx[tuple(sorted(rest + (p,)))], old] = sign
    return E

def sector_h(h, eri, ka, kb):
    n = len(h); g = eri.reshape(n * n, n * n); hp = h - 0.5 * np.einsum('prrq->pq', eri)
    parts = []
    for k in (ka, kb):
        E = excitations(n, k); d = E.shape[2]; F = E.reshape(n * n, d, d)
        G = (g @ F.reshape(n * n, -1)).reshape(n * n, d, d)
        parts.append((E, F, G, np.tensordot(hp, E, 2) + 0.5 * (F @ G).sum(0), d))
    (Ea, Fa, _, Ha, da), (Eb, _, Gb, Hb, db) = parts
    X = (Fa.reshape(n * n, -1).T @ Gb.reshape(n * n, -1)).reshape(da, da, db, db)
    H = X.transpose(0, 2, 1, 3).reshape(da * db, da * db)
    return H + np.kron(Ha, np.eye(db)) + np.kron(np.eye(da), Hb), Ea, Eb

def ground(h, eri, ka, kb):
    H, Ea, Eb = sector_h(h, eri, ka, kb)
    e, c = eigh(H, subset_by_index=[0, 0]); C = c[:, 0].reshape(Ea.shape[2], Eb.shape[2])
    return e[0], np.tensordot(Ea, C @ C.T, 2), np.tensordot(Eb, C.T @ C, 2)

def transform(eri, X):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, X, X, X, X, optimize=True)

def lowdin(mol):
    s, u = np.linalg.eigh(mol.intor('int1e_ovlp')); X = (u / np.sqrt(s)) @ u.T
    return X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X, transform(mol.intor('int2e'), X)

# ---- nitrogen quartet: each M sector diagonalized on its own
mol = gto.M(atom='N 0 0 0', basis='6-31g', spin=3, verbose=0)
mf = scf.ROHF(mol); mf.chkfile = None; mf.kernel()
core, act = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:]
hc, g = mf.get_hcore(), mol.intor('int2e')
vc = 2 * np.einsum('pqrs,r,s->pq', g, core, core) - np.einsum('prsq,r,s->pq', g, core, core)
ecore = 2 * core @ hc @ core + core @ vc @ core
hN, gN, r2 = act.T @ (hc + vc) @ act, transform(g, act), act.T @ mol.intor('int1e_r2') @ act
res = {ka - 2.5: ground(hN, gN, ka, 5 - ka) for ka in (5, 4, 3, 2, 1)}
eS, aS, bS = res[1.5]
assert res[2.5][0] > eS + 0.05 and eS + ecore < mf.e_tot
for M in (2.5, 1.5, 0.5, -0.5, -1.5):
    e, a, b = res[M]
    if M < 2:
        assert abs(e - eS) < 1e-9 and abs(a + b - aS - bS).max() < 1e-8
        assert abs(a - b - M / 1.5 * (aS - bS)).max() < 1e-8
    print(f"N fc-CI/6-31G M={M:+.1f}: E={e+ecore:.8f} Ha, int m r^2={np.sum((a-b)*r2):+.6f} bohr^2")

# ---- Hubbard star, N=4: F from a Lieb maximization started at zero potential
t, U, vext = 1.0, 4.0, np.array([0.0, -0.3, 0.1, 0.4])
hop = np.zeros((4, 4)); hop[0, 1:] = hop[1:, 0] = -t
gU = np.zeros((4,) * 4); gU[range(4), range(4), range(4), range(4)] = U
blocks, occ = [], []
for ka in range(5):
    H, Ea, Eb = sector_h(hop, gU, ka, 4 - ka); blocks.append(H)
    oa, ob = np.einsum('iiaa->ia', Ea), np.einsum('iiaa->ia', Eb)
    occ.append(np.vstack([np.kron(oa, np.ones((1, ob.shape[1]))), np.kron(np.ones((1, oa.shape[1])), ob)]))
H0, occ = block_diag(*blocks), np.hstack(occ)
star = {ka - 2: ground(hop + np.diag(vext), gU, ka, 4 - ka) for ka in range(1, 5)}
E0 = star[1][0]; v2 = np.tile(vext, 2)
dens = {M: np.r_[np.diag(star[M][1]), np.diag(star[M][2])] for M in star}
spec = np.linalg.eigvalsh(H0 + np.diag(v2 @ occ))
assert spec[2] - spec[0] < 1e-10 and spec[3] - spec[0] > 0.05 and abs(spec[0] - E0) < 1e-10

def thermal(v, beta):
    e, W = np.linalg.eigh(H0 + np.diag(v @ occ)); w = np.exp(-beta * (e - e[0])); p = w / w.sum()
    A = (W.T[None] * occ[:, None, :]) @ W; n = np.einsum('imm,m->i', A, p)
    de = e[None, :] - e[:, None]; small = abs(beta * de) < 1e-7
    K = np.where(small, beta * p[:, None], (p[:, None] - p[None, :]) / np.where(small, 1, de))
    chi = (A * K).reshape(8, -1) @ A.reshape(8, -1).T - beta * np.outer(n, n)
    return e[0] - np.log(w.sum()) / beta, n, chi, p @ e - v @ n, e[0]

def lieb_bounds(rho):
    v = np.zeros(8)
    for beta in 2.0 ** np.arange(-1, 14):
        cur = thermal(v, beta)
        for _ in range(100):
            if abs(cur[1] - rho).max() < 1e-9: break
            d = np.linalg.solve(cur[2] + 1.0 + 1e-10 * np.eye(8), cur[1] - rho)
            d /= max(1.0, np.linalg.norm(d))
            for _ in range(60):
                new = thermal(v + d, beta)
                if new[0] - (v + d) @ rho > cur[0] - v @ rho - 1e-12: break
                d /= 2
            v, cur = v + d, new
    assert abs(cur[1] - rho).max() < 1e-8
    return cur[4] - v @ rho, cur[3]   # dual lower bound, primal (Gibbs state) upper bound on F

print(f"star: t={t} Ha, U={U} Ha, v={vext.tolist()} Ha (centre first)")
print(f"star: E0(triplet)={E0:.8f} Ha, next level={spec[3]:.6f} Ha, E(M=2)={star[2][0]:.6f} Ha")
rho_t, m_t = dens[1][:4] + dens[1][4:], dens[1][:4] - dens[1][4:]
print("star: rho =", np.round(rho_t, 5), "electrons; m(M=1) =", np.round(m_t, 5), "electrons")
for w in ((0.5, 0.3, 0.2), (0.0, 1.0, 0.0), (0.5, 0.0, 0.5), (0.1, 0.1, 0.8)):
    rho = w[0] * dens[1] + w[1] * dens[0] + w[2] * dens[-1]
    lo, up = lieb_bounds(rho); lo += v2 @ rho; up += v2 @ rho
    assert abs(up - E0) < 1e-6 and -1e-9 < E0 - lo < 1e-3   # dual gap is of order 1/beta
    print(f"star C(+1,0,-1)={w}: {lo:.6f} <= E_v <= {up:.8f} Ha")
rho = np.r_[rho_t + 1.1 * m_t, rho_t - 1.1 * m_t] / 2
assert rho.min() > 0 and rho.max() < 1
lo, up = lieb_bounds(rho); bound = 0.1 * (star[2][0] - E0)
assert lo + v2 @ rho - E0 > bound - 1e-3 and up - lo < 1e-3
print(f"star gamma=1.1: E_v-E0={up+v2@rho-E0:.4f} Ha, sector bound={bound:.4f} Ha")

# ---- weighted Hardy inequality and the Coulomb integral, by quadrature
def radial(f): return quad(f, 0, 1, limit=200)[0] + quad(f, 1, 60, limit=200)[0]
for p in (1.0, 0.0, -0.4):
    sq = lambda r: r ** (2 * p) * np.exp(-2 * r)
    lap = radial(lambda r: -r ** 3 * sq(r) * ((p / r - 1) ** 2 - p / r ** 2 + 2 * (p / r - 1) / r))
    grad = radial(lambda r: r ** 3 * sq(r) * (p / r - 1) ** 2); inv = radial(lambda r: r * sq(r))
    assert abs(lap - (grad - inv)) < 1e-7 and lap > 0 and abs(grad / inv - (3 + p) / 2) < 1e-7
    print(f"Hardy, psi=r^{p} e^-r: int r|grad psi|^2 / int psi^2/r = {grad/inv:.6f} (dimensionless)")
shell = lambda r: 4 * r * r * np.exp(-2 * r)
J = quad(lambda r: 2 * shell(r) / r * quad(shell, 0, r)[0], 0, 40)[0]
assert abs(J - 5 / 8) < 1e-8
print(f"J(1s,1s)={J:.6f} Ha, E_H={J/2:.6f} Ha, J/4={J/4:.6f} Ha")

# ---- H- from a Hylleraas basis s^a t^b u^c exp(-k s/2)
def hylleraas(order, Z=1.0):
    idx = np.array([(a, b, c) for a in range(order + 1) for b in range(0, order + 1, 2)
                    for c in range(order + 1) if a + b + c <= order], float)
    a, b, c = (idx[:, i][:, None] for i in range(3)); A, B, C = a + a.T, b + b.T, c + c.T
    I = lambda x, y, z: gamma(A + B + C + x + y + z + 3) / ((B + y + 1) * (B + C + y + z + 2))
    W = lambda x, y, z: I(x + 2, y, z + 1) - I(x, y + 2, z + 1)
    X = c * (a.T * (I(0, 0, 1) - I(0, 2, -1)) - (I(1, 0, 1) - I(1, 2, -1)) / 2
             + b.T * (I(2, 0, -1) - I(0, 0, 1)))
    S = W(0, 0, 0)
    T = a * a.T * W(-2, 0, 0) - A * W(-1, 0, 0) / 2 + S / 4 + b * b.T * W(0, -2, 0) \
        + c * c.T * W(0, 0, -2) + X + X.T
    L = 4 * Z * I(1, 0, 1) - I(2, 0, 0) + I(0, 2, 0)
    d = 1 / np.sqrt(np.diag(S)); s, u = np.linalg.eigh(S * np.outer(d, d)); keep = s > 1e-10
    Q = d[:, None] * u[:, keep] / np.sqrt(s[keep]); T, L = Q.T @ T @ Q, Q.T @ L @ Q
    o = minimize_scalar(lambda k: np.linalg.eigvalsh(k * k * T - k * L)[0], bounds=(0.8, 2.5),
                        method='bounded', options={'xatol': 1e-7})
    return o.fun, len(idx), o.x
hy = {w: hylleraas(w) for w in (0, 2, 7, 8)}
E1, E2 = -0.5, hy[8][0]
Etz = ground(*lowdin(gto.M(atom='H 0 0 0', basis='aug-cc-pvtz', spin=1, verbose=0)), 1, 1)[0]
assert abs(hy[0][0] + (11 / 16) ** 2) < 1e-10 and abs(hy[7][0] - E2) < 5e-5
assert 0 < Etz - E2 < 3e-3 and 2 * E1 < E2 < hy[2][0] < E1
for w in hy: print(f"H- Hylleraas order {w}: {hy[w][1]} terms, k={hy[w][2]:.4f} 1/bohr, E={hy[w][0]:.6f} Ha")
print(f"H- FCI/aug-cc-pVTZ: E={Etz:.6f} Ha")
print(f"I={-E1:.6f} Ha={-E1*EV:.4f} eV, A={E1-E2:.6f} Ha={(E1-E2)*EV:.4f} eV")
print(f"slope jump I-A={E2-2*E1:.6f} Ha={(E2-2*E1)*EV:.4f} eV")

# ---- flat plane against the convex hull of all sector energies
def plane(na, nb, e1, e2):
    n = na + nb
    return n * e1 if n <= 1 else e1 + (n - 1) * (e2 - e1)
def hull(sect, na, nb):
    k = list(sect)
    return linprog([sect[x] for x in k], A_eq=[[1] * len(k), [x[0] for x in k], [x[1] for x in k]],
                   b_eq=[1, na, nb], bounds=(0, None)).fun
hH, gH = lowdin(gto.M(atom='H 0 0 0', basis='aug-cc-pvdz', spin=1, verbose=0))
fci = {(i, j): ground(hH, gH, i, j)[0] for i in range(5) for j in range(5 - i)}
floor = {k: (0.0, E1, E2, E2, E2)[sum(k)] for k in fci}   # lowest values the sectors can take
grid = np.linspace(0, 1, 9)
for name, sect in (("FCI/aug-cc-pVDZ", fci), ("floor E0(N)", floor)):
    dev = max(abs(hull(sect, x, y) - plane(x, y, sect[1, 0], sect[1, 1])) for x in grid for y in grid)
    assert dev < 1e-6
    print(f"hull vs plane, {name}: max deviation {dev:.1e} Ha")
assert all(fci[k] > sum(k) * fci[1, 0] - 1e-12 for k in fci)
print("H sectors FCI/aDZ (Ha):", ", ".join(f"{k}:{fci[k]:.5f}" for k in ((1, 0), (1, 1), (2, 0), (2, 1))))
eps, Uneg = -0.5, -0.2
neg = {(i, j): ground(np.array([[eps]]), np.full((1,) * 4, Uneg), i, j)[0] for i in (0, 1) for j in (0, 1)}
e_mid = hull(neg, 0.5, 0.5)
assert e_mid < neg[1, 0] - 0.05 and abs(e_mid - (eps + Uneg / 2)) < 1e-8
print(f"one level eps={eps} Ha, U={Uneg} Ha: E(1/2,1/2)={e_mid:.4f} Ha, E(1,0)={neg[1,0]:.4f} Ha")
R = 10.0
mol = gto.M(atom=f'H 0 0 0; H 0 0 {R}', unit='Bohr', basis='aug-cc-pvdz', verbose=0)
h2 = lowdin(mol); es, a, b = ground(*h2, 1, 1); et = ground(*h2, 2, 0)[0]
pa, pb = np.trace(a[:9, :9]), np.trace(b[:9, :9])
assert abs(es + 1 / R - 2 * fci[1, 0]) < 1e-4 and abs(et - es) < 1e-4
assert abs(pa - 0.5) < 1e-4 and abs(pb - 0.5) < 1e-4
print(f"H2 FCI/aDZ R={R} bohr: E(M=0)={es+1/R:.6f}, E(M=1)={et+1/R:.6f}, 2E(H)={2*fci[1,0]:.6f} Ha")
print(f"  atom A in the M=0 state: n_alpha={pa:.5f}, n_beta={pb:.5f} electrons")

# ---- HF and PBE at fractional occupations, even-tempered s basis
ex = 0.02 * 2.2 ** np.arange(18)
sbasis = lambda scale: [[0, [scale * x, 1.0]] for x in ex]
molH = gto.M(atom='H 0 0 0', basis={'H': sbasis(1)}, spin=1, verbose=0)
eriH = molH.intor('int2e')
def fractional(method, na, nb):
    # the class is built directly: the factory scf.UHF skips the SCF for one-electron molecules
    m = scf.uhf.UHF(molH) if method == 'HF' else dft.UKS(molH)
    if method != 'HF':
        m.xc = method; m.grids.atom_grid = (120, 14); m.grids.prune = None
    o = np.zeros((2, len(ex))); o[0, 0], o[1, 0] = na, nb
    m.get_occ = lambda mo_energy=None, mo_coeff=None: o
    m.chkfile = None; m.conv_tol = 1e-10; m.max_cycle = 200
    h, S = m.get_hcore(), m.get_ovlp()
    c = eigh(h, S)[1][:, 0]
    e = m.kernel(dm0=np.array([na * np.outer(c, c), nb * np.outer(c, c)]))
    assert m.converged and m.mo_energy[0][0] < 0 and (nb == 0 or m.mo_energy[1][0] < 0)
    da, db = m.make_rdm1()
    assert abs(np.sum(da * S) - na) < 1e-8 and abs(np.sum(db * S) - nb) < 1e-8
    if method == 'HF':
        ca, cb = m.mo_coeff[0][:, 0], m.mo_coeff[1][:, 0]
        jab = np.einsum('pqrs,p,q,r,s->', eriH, ca, ca, cb, cb, optimize=True)
        assert abs(e - (na * ca @ h @ ca + nb * cb @ h @ cb + na * nb * jab)) < 1e-8
    return e
print(f"s basis: {len(ex)} exponents {ex[0]:.2f}*2.2^k bohr^-2")
tab = {}
for pt in ((1, 0), (0.5, 0), (0.75, 0.25), (0.5, 0.5), (0.75, 0.75)):
    x = plane(*pt, E1, E2); hf, pbe = fractional('HF', *pt), fractional('PBE', *pt)
    tab[pt] = (x, hf, pbe)
    print(f"{pt}: exact {x:.5f}, HF {hf:.5f} (err {hf-x:+.5f}), PBE {pbe:.5f} (err {pbe-x:+.5f}) Ha")
x, hf, pbe = tab[0.5, 0.5]
assert abs(tab[1, 0][1] - E1) < 2e-5 and abs(tab[0.5, 0][1] - E1 / 2) < 2e-5
assert 0.1 < hf - x < J / 4 and 0 < tab[0.75, 0.25][1] - E1 < 3 * J / 16
assert pbe - tab[1, 0][2] > 0.02 and tab[0.5, 0][2] - tab[1, 0][2] / 2 < -0.02
he = scf.RHF(gto.M(atom='He 0 0 0', basis={'He': sbasis(4)}, verbose=0))
he.chkfile = None; he.conv_tol = 1e-10; eHe = he.kernel()
assert abs(eHe / 8 - hf) < 1e-7
R = 30.0
mol = gto.M(atom=f'H 0 0 0; H 0 0 {R}', unit='Bohr', basis={'H': sbasis(1)}, symmetry=True, verbose=0)
rh = scf.RHF(mol); rh.chkfile = None; rh.irrep_nelec = {mol.irrep_name[0]: 2}; eR = rh.kernel()
assert rh.converged and abs(eR - (2 * hf - 0.5 / R)) < 1e-4
print(f"RHF He={eHe:.6f} Ha, He/8={eHe/8:.6f} Ha")
print(f"RHF H2 R={R} bohr: {eR:.6f} Ha, 2E_HF(1/2,1/2)-1/(2R)={2*hf-0.5/R:.6f} Ha")
print(f"error at (1/2,1/2): HF {(hf-x)*EV:.3f} eV, PBE {(pbe-x)*EV:.3f} eV, frozen HF {J/4*EV:.3f} eV")
print(f"exact at (1/2,1/2): E_xc={-J/2:.5f}, E_x={-J/4:.5f}, E_c={-J/2+J/4:.5f} Ha")
print("tests ok")
```

Running it gives:

```
N fc-CI/6-31G M=+2.5: E=-53.35359823 Ha, int m r^2=+14.466493 bohr^2
N fc-CI/6-31G M=+1.5: E=-54.41899902 Ha, int m r^2=+7.304980 bohr^2
N fc-CI/6-31G M=+0.5: E=-54.41899902 Ha, int m r^2=+2.434993 bohr^2
N fc-CI/6-31G M=-0.5: E=-54.41899902 Ha, int m r^2=-2.434993 bohr^2
N fc-CI/6-31G M=-1.5: E=-54.41899902 Ha, int m r^2=-7.304980 bohr^2
star: t=1.0 Ha, U=4.0 Ha, v=[0.0, -0.3, 0.1, 0.4] Ha (centre first)
star: E0(triplet)=-1.43430839 Ha, next level=-1.103638 Ha, E(M=2)=0.200000 Ha
star: rho = [1.00578 1.01876 0.99626 0.9792 ] electrons; m(M=1) = [-0.33047  0.77595  0.77988  0.77464] electrons
star C(+1,0,-1)=(0.5, 0.3, 0.2): -1.434348 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.0, 1.0, 0.0): -1.434308 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.5, 0.0, 0.5): -1.434308 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.1, 0.1, 0.8): -1.434357 <= E_v <= -1.43430839 Ha
star gamma=1.1: E_v-E0=0.1886 Ha, sector bound=0.1634 Ha
Hardy, psi=r^1.0 e^-r: int r|grad psi|^2 / int psi^2/r = 2.000000 (dimensionless)
Hardy, psi=r^0.0 e^-r: int r|grad psi|^2 / int psi^2/r = 1.500000 (dimensionless)
Hardy, psi=r^-0.4 e^-r: int r|grad psi|^2 / int psi^2/r = 1.300000 (dimensionless)
J(1s,1s)=0.625000 Ha, E_H=0.312500 Ha, J/4=0.156250 Ha
H- Hylleraas order 0: 1 terms, k=1.3750 1/bohr, E=-0.472656 Ha
H- Hylleraas order 2: 7 terms, k=1.3634 1/bohr, E=-0.526594 Ha
H- Hylleraas order 7: 70 terms, k=1.3514 1/bohr, E=-0.527748 Ha
H- Hylleraas order 8: 95 terms, k=1.4044 1/bohr, E=-0.527750 Ha
H- FCI/aug-cc-pVTZ: E=-0.526562 Ha
I=0.500000 Ha=13.6057 eV, A=0.027750 Ha=0.7551 eV
slope jump I-A=0.472250 Ha=12.8506 eV
hull vs plane, FCI/aug-cc-pVDZ: max deviation 1.1e-16 Ha
hull vs plane, floor E0(N): max deviation 2.2e-16 Ha
H sectors FCI/aDZ (Ha): (1, 0):-0.49933, (1, 1):-0.52403, (2, 0):-0.42683, (2, 1):-0.25363
one level eps=-0.5 Ha, U=-0.2 Ha: E(1/2,1/2)=-0.6000 Ha, E(1,0)=-0.5000 Ha
H2 FCI/aDZ R=10.0 bohr: E(M=0)=-0.998676, E(M=1)=-0.998675, 2E(H)=-0.998669 Ha
  atom A in the M=0 state: n_alpha=0.50000, n_beta=0.50000 electrons
s basis: 18 exponents 0.02*2.2^k bohr^-2
(1, 0): exact -0.50000, HF -0.50000 (err +0.00000), PBE -0.49999 (err +0.00001) Ha
(0.5, 0): exact -0.25000, HF -0.25000 (err +0.00000), PBE -0.30322 (err -0.05322) Ha
(0.75, 0.25): exact -0.50000, HF -0.39558 (err +0.10442), PBE -0.46810 (err +0.03190) Ha
(0.5, 0.5): exact -0.50000, HF -0.35771 (err +0.14229), PBE -0.45893 (err +0.04107) Ha
(0.75, 0.75): exact -0.51388, HF -0.44577 (err +0.06811), PBE -0.53017 (err -0.01630) Ha
RHF He=-2.861680 Ha, He/8=-0.357710 Ha
RHF H2 R=30.0 bohr: -0.732087 Ha, 2E_HF(1/2,1/2)-1/(2R)=-0.732087 Ha
error at (1/2,1/2): HF 3.872 eV, PBE 1.118 eV, frozen HF 4.252 eV
exact at (1/2,1/2): E_xc=-0.31250, E_x=-0.15625, E_c=-0.15625 Ha
tests ok
```
